# From an Imaginary Phonon to a Stable Oxide Polymorph

Hafnium dioxide in a gate stack can take several crystal structures, and its permittivity depends on which one is present. Suppose that a phonon calculation for the cubic fluorite structure returns an imaginary frequency at the edge of the Brillouin zone. The cubic crystal is then not a minimum of the energy, but the phonon calculation does not say where the minimum lies. This section turns the unstable mode into a relaxed structure, states what must be verified before that structure is called stable, and applies the method to a lattice whose answers can be worked out by hand.

## What the unstable mode gives

Let $E(u,\eta)$ be the static energy of a periodic cell, with $u$ the atomic displacements and $\eta=a\epsilon$ the symmetric strain $\epsilon$ times the cubic constant $a$, so that all variables are lengths. The algebra uses atomic units ($\hbar=1$); numbers are in eV and Å. At the parent structure the gradient vanishes, so at fixed cell and to second order in $u$

$$E=E_0+\tfrac12u^THu,\qquad m\ddot u=-Hu .$$

Setting $u=m^{-1/2}e\,Q$ with $e^Te=1$ turns the equation of motion into

$$De=\omega^2e,\qquad D=m^{-1/2}Hm^{-1/2},\qquad E-E_0=\tfrac12\omega^2Q^2 .$$

If $\omega^2<0$, the energy falls for either sign of $Q$. A relaxation started at the undisplaced parent finds no force and stays there, so the displacement is a necessary step.

The masses do not affect the verdict. With $z=m^{-1/2}y$ we have $y^TDy=z^THz$, and the map from $y$ to $z$ is invertible. A subspace on which one form is negative therefore maps to a subspace of equal dimension on which the other is negative, and $D$ and $H$ have equally many negative eigenvalues.

A mode at wave vector $q$ fits into a supercell with edge vectors $A_i$ if $e^{iq\cdot A_i}=1$. Atom $\kappa$ in the primitive cell at $R$ is then displaced by

$$u_{\kappa R}\propto m_\kappa^{-1/2}\,\mathrm{Re}\left[e_\kappa e^{iq\cdot R}\right].$$

An eigenvector has an arbitrary phase. If $e^{iq\cdot R}=\pm1$ and $e$ comes out purely imaginary, the real part is zero. Multiplying $e$ by a phase that makes its largest component real prevents this.

The same condition limits the final test. Displacements periodic in the supercell contain only wave vectors with $e^{iq\cdot A_i}=1$, so a positive supercell Hessian says nothing about the others.

## The algorithm

1. Displace the supercell by a small amount along the real mode.
2. Descend in energy, first at fixed cell if desired, then with the strain free.
3. Diagonalize the joint Hessian in $(u,\eta)$. If an eigenvalue is negative, displace along its eigenvector and return to step 2.
4. When three zeros remain and all other eigenvalues are positive, examine the new crystal at other wave vectors.

For step 2, let $v_i,\lambda_i$ be the eigenpairs of the current Hessian and $G$ the gradient. The step

$$p=-\sum_{\lambda_i\ne0}\frac{v_i(v_i\cdot G)}{|\lambda_i|},\qquad G\cdot p=-\sum_{\lambda_i\ne0}\frac{(v_i\cdot G)^2}{|\lambda_i|}\le0,$$

points downhill even where the Hessian has negative eigenvalues. Its length is capped at 0.3 Å, and it is halved until the energy falls sufficiently.

Step 3 is needed because the gradient has the symmetry of the structure, and so has the step. The descent can end at a saddle that is a minimum only among structures of that symmetry. Rounding noise does not reliably cure this. Near a saddle, a deviation $\delta$ along an unstable direction has gradient $\lambda\delta$ and receives the step $-\lambda\delta/|\lambda|=+\delta$. It doubles per iteration, and noise of $10^{-16}$ Å needs about 50 doublings to reach 0.1 Å.

The joint Hessian includes the cell. Minimizing

$$\tfrac12u^TH_{uu}u+u^TH_{u\eta}\eta+\tfrac12\eta^TH_{\eta\eta}\eta$$

over $u$ gives $u=-H_{uu}^{+}H_{u\eta}\eta$, where the pseudo-inverse omits translations; strain exerts no net force, so nothing is lost. What remains is

$$\tfrac12\eta^T\left(H_{\eta\eta}-H_{\eta u}H_{uu}^{+}H_{u\eta}\right)\eta .$$

The joint test is thus equivalent to two tests: $H_{uu}$ is positive apart from translations, and so is this relaxed-ion elastic matrix.

## A lattice with known answers

Take fluorite MO$_2$ with O–O spacing $b=a/2$. A bond from atom $i$ to atom $j$ has relative displacement $w=u_j-u_i+\epsilon R$, where $R$ is the bond vector. Per formula unit there are eight M–O bonds of energy $Kw^2/2$, six M–M bonds of energy $Pw^2/2$, and six O–O bonds, two along each axis, of energy

$$\frac L2s^2-\frac J2t^2+\frac B4(t_1^4+t_2^4)+\frac C2t_1^2t_2^2,\qquad s=w_L+gt^2 .$$

Here $w_L$ and $t=(t_1,t_2)$ are the parts of $w$ along and across the bond. The choice $g=1/(2b)$ comes from the bond length, $\sqrt{(b+w_L)^2+t^2}-b\approx w_L+t^2/(2b)$. The negative transverse term $-Jt^2/2$ drives the instability.

**The soft mode.** Let the oxygen columns along $z$ move by $\pm d_3$, with opposite signs for neighbouring columns. Each metal has four oxygen neighbours moving up and four moving down, so it feels no force. The sign alternates with period $2b$ in $x$ and $y$, giving $q=(2\pi/a)(1,1,0)$, which equals the zone-edge point X, $(2\pi/a)(0,0,1)$, up to a reciprocal lattice vector. The eight M–O bonds cost $8\cdot Kd_3^2/2=4Kd_3^2$. The four O–O bonds along $x$ and $y$ have $|t|=2|d_3|$ and give $-4\cdot J(2d_3)^2/2=-8Jd_3^2$. The harmonic energy is therefore

$$E=r\,d_3^2,\qquad r=4K-8J .$$

The kinetic energy of two oxygens is $m_O\dot d_3^2$, hence $m_O\omega^2=r$, and the mode is unstable for $J>K/2$. Cubic symmetry supplies two more such modes, or arms, with amplitudes $d_1$ and $d_2$ along $x$ and $y$. The 12-atom cubic cell accommodates all three.

**The energy of combined arms.** The arm along a given axis does not vary along that axis. Bonds along $x$ therefore have $|t_1|=2|d_2|$ and $|t_2|=2|d_3|$, and similarly for the other axes. Each arm enters four O–O bonds, contributing $4\cdot B(2d_i)^4/4=16Bd_i^4$. Each pair of arms shares two bonds, contributing $2\cdot C(2d_i)^2(2d_j)^2/2=16Cd_i^2d_j^2$.

Now let the cell strain by $x_i=b\epsilon_{ii}$. For M–O bonds, whose vectors have components $\pm b/2$, the strain energy is $8\cdot\frac K2\sum_ix_i^2/4=K\sum_ix_i^2$; the terms linear in both $d$ and $x$ cancel around each oxygen. For M–M bonds, four of the six have component $\pm b$ along a given axis, which gives $\frac P2\cdot4\sum_ix_i^2=2P\sum_ix_i^2$. With $A=2K+4P$ the sum is $\frac A2\sum_ix_i^2$.

The two O–O bonds along axis $i$ add $L(x_i+y_i)^2$, where $y_i=4g\sum_{j\ne i}d_j^2$. Minimizing over $x_i$,

$$Ax_i+2L(x_i+y_i)=0\quad\Rightarrow\quad x_i=-\frac{2L}{2L+A}y_i,\qquad s_i=x_i+y_i=\frac{A}{2L+A}y_i ,$$

and the minimum is

$$\frac A2x_i^2+Ls_i^2=\frac{2AL^2+LA^2}{(2L+A)^2}y_i^2=\Lambda y_i^2,\qquad\Lambda=\frac{LA}{2L+A}.$$

Altogether, per formula unit,

$$E=r\sum_id_i^2+16B\sum_id_i^4+16C\sum_{i<j}d_i^2d_j^2+\Lambda\sum_iy_i^2 .\tag{1}$$

Shear strains and other displacements feel no linear force: the transverse forces alternate in sign and cancel in the sum, and the equal tensions on the two sides of an oxygen balance.

**One arm.** With $d_3=d$ alone, $y_1=y_2=4gd^2$ and $y_3=0$. Then

$$E=rd^2+Qd^4,\quad Q=16B+32g^2\Lambda,\quad d^2=-\frac r{2Q},\quad E_{\min}=-\frac{r^2}{4Q}.\tag{2}$$

The cell contracts in $x$ and $y$ and keeps its length in $z$, so $c/a>1$. At fixed cell $x_i=0$ and $\Lambda$ is replaced by $L$, the limit of a stiff lattice, $A\to\infty$. In the opposite limit, $A\to0$, the cell follows the bonds without cost and $Q=16B$. As $r\to0^-$ the displacement vanishes as $\sqrt{-r}$ and the energy gain as $r^2$.

**When one arm is a saddle.** Add a small $d_2$ to the one-arm structure at fixed strain. Its harmonic energy is $rd_2^2$, and the coupling to $d$ adds $16Cd^2d_2^2$. The two bonds along $x$ carry the stretch $s=s_1$ and add $2\cdot\frac L2[(s+4gd_2^2)^2-s^2]\approx8gLs\,d_2^2$. The coefficient of $d_2^2$ is

$$\kappa=r+16Cd^2+8gLs .\tag{3}$$

The structure is stable against the other arms only if $\kappa>0$, which sets a threshold for $C$. The values of $d$, strain and energy in (2) do not depend on $C$, so an inspection of the relaxed structure alone cannot reveal the saddle.

## Worked example

The masses are those of hafnium and oxygen, 178.49 and 15.999 atomic mass units, and $a=5.10$ Å. The round parameters are $K=P=1.0$, $L=5.5$, $J=0.8$ eV/Å$^2$, and $B=0.75$, $C=3.0$ eV/Å$^4$. Then $g=0.196$ Å$^{-1}$, $A=6.0$ eV/Å$^2$ and

$$r=4(1.0)-8(0.8)=-2.4\ \text{eV/Å}^2 .$$

The frequency $\sqrt{r/m_O}$ corresponds to $25.0i$ meV.

Numerical diagonalization of the cubic Hessian shows why the supercell matters. The 3-atom primitive cell has no negative eigenvalue and three zeros. The 12-atom cell has three negative eigenvalues, one per arm, and three zeros. On an $8\times8\times8$ mesh of wave vectors no point is more unstable than X, but 129 of the 512 points have some instability. Other supercells could therefore start other descents.

For one arm, (2) gives $Q=18.77$ eV/Å$^4$ at fixed cell and $14.39$ eV/Å$^4$ at free cell. In the latter case

$$d=\sqrt{\frac{2.4}{2(14.39)}}=0.289\ \text{Å},\qquad E_{\min}=-\frac{2.4^2}{4(14.39)}=-0.100\ \text{eV}$$

per formula unit, or 0.546 bohr and $-0.00368$ hartree. At fixed cell the values are 0.253 Å and $-0.077$ eV. The in-plane strain is $-0.0166$, so $c/a=1/(1-0.0166)=1.017$.

The numerical descent starts from oxygen shifts of 0.05 Å and has all 36 displacements and, in its second part, six strains at its disposal. It takes 7 steps at fixed cell and 4 more with free cell, and reproduces these displacements within $10^{-8}$ Å and energies within $10^{-9}$ eV.

The joint Hessian of the new structure has no negative eigenvalue and three zeros. Its lowest positive eigenvalue, 0.80 eV/Å$^2$, can be identified. Let oxygen layers normal to $z$ slide along $x$ by $\pm c_x$, alternating from layer to layer. The M–O bonds cost $4Kc_x^2$, the two O–O bonds along $z$ give $-4Jc_x^2$, and the others are unchanged. This pattern has eigenvalue $4K-4J=0.80$ eV/Å$^2$.

Other wave vectors come next. On a $4\times4\times4$ mesh for the 12-atom cell, no eigenvalue is negative, and the lowest apart from translations is 0.70 eV/Å$^2$. This value belongs to an acoustic branch at the mesh point $(2\pi/a)(0,0,\frac14)$ and is not a stability margin: it falls to 0.21 and 0.10 eV/Å$^2$ on $8\times8\times8$ and $12\times12\times12$ meshes, where again nothing is negative, and it vanishes as $q^2$ towards the zone centre. What matters there is the sign of the ratio of eigenvalue to $q^2$, which is positive in all sampled directions. In a 96-atom cell, random displacements with standard deviation 0.03 Å per component raise the energy to $-0.035$ eV per formula unit, and relaxation returns it to $-0.100$ eV. These results support stability throughout the zone; a finite mesh does not prove it.

**A second case.** Lower $C$ to 0.5 eV/Å$^4$ and hold everything else fixed. With $s=0.0231$ Å, (3) gives

$$\kappa=-2.40+0.67+0.20=-1.53\ \text{eV/Å}^2,$$

against $+1.80$ eV/Å$^2$ for $C=3.0$. The threshold is $C=1.65$ eV/Å$^4$. Numerically, the relaxed one-arm structure has two negative eigenvalues at a $C$ one per cent below the threshold and none one per cent above it.

Repeated descent at $C=0.5$ passes through three structures:

| Structure | Negative eigenvalues | Energy per formula unit (eV) |
|---|---:|---:|
| 1 | 2 | $-0.100$ |
| 2 | 1 | $-0.147$ |
| 3 | 0 | $-0.174$ |

Equation (1) identifies the last two. For two equal arms $D$, one axis has $y=8gD^2$ and two have $y=4gD^2$, so $E=2rD^2+(32B+16C+96g^2\Lambda)D^4$, whose minimum is $-0.147$ eV. For three equal arms,

$$E=3\left[rD^2+Q_3D^4\right],\qquad Q_3=16(B+C)+64g^2\Lambda=24.78\ \text{eV/Å}^4,$$

so $D=\sqrt{2.4/(2\times24.78)}=0.220$ Å and $E=-3(2.4)^2/(4\times24.78)=-0.174$ eV. The relaxed shifts are 0.220 Å along each axis. Stopping after the first relaxation would have missed over 40 per cent of the energy gain of the final structure.

## Error analysis

Near a minimum with lowest nonzero eigenvalue $\lambda_{\min}$, a residual gradient $G$ without translational part leaves, to leading order,

$$|\delta|\le\frac{|G|}{\lambda_{\min}},\qquad \delta E\le\frac{|G|^2}{2\lambda_{\min}},$$

because $\delta=H^{+}G$ and $\delta E=\frac12G^TH^{+}G$. The descent stops when every component of $G$ is below $10^{-10}$ eV/Å. With 42 components, $|G|<6.5\times10^{-10}$ eV/Å, so $|\delta|$ is below about $10^{-9}$ Å. To keep the same bound on $|\delta|$ at a softer minimum, the gradient tolerance must be reduced in proportion to $\lambda_{\min}$.

The signs of the eigenvalues have their own error. If the computed Hessian differs from the true one by a symmetric matrix $\Delta$, every quadratic form $v^THv$ with $|v|=1$ changes by at most the largest absolute eigenvalue of $\Delta$. By the min–max principle each eigenvalue moves by no more than that. A sign is settled if the eigenvalue exceeds this error in size. When $H$ comes from central differences of forces with noise $\delta F$ and step $h$, its entries carry errors of order $\delta F/h$ from noise and $h^2$ from anharmonicity, so a step can be too small as well as too large.

## What the model leaves out

**Motion of the nuclei.** In the harmonic approximation the mean square oxygen motion along $z$ is the average over wave vectors of

$$\sum_\nu\frac{|e_{z\nu}|^2}{2m_O\omega_\nu}\coth\frac{\omega_\nu}{2k_BT}.$$

Summed on a $4\times4\times4$ mesh displaced from the zone centre, its root is 0.048 Å at 0 K, 0.058 Å at 300 K and 0.107 Å at 1300 K, a rough anneal temperature. These are 17, 20 and 37 per cent of $d$. The long acoustic waves converge slowly: a $16\times16\times16$ mesh gives 0.049, 0.059 and 0.109 Å, a shift of up to 2 per cent. At 1300 K, $k_BT=0.112$ eV also exceeds the energy gain per formula unit. The static structure is then a poor guide to the free energy, though neither comparison fixes a transition temperature.

**Long-range fields.** The cubic polar mode moves the metals against both oxygens and has $\omega^2=8K/\mu$, with $\mu$ the reduced mass of M and O$_2$, giving 35 meV. With a rough Born charge $Z=5$ and electronic permittivity $\varepsilon_\infty=5$, the macroscopic field adds $4\pi Z^2/(\varepsilon_\infty V\mu)$ to $\omega^2$, where $V=a^3/4$, and raises the longitudinal mode to 74 meV. This term is positive, so near the zone centre it cannot create an instability.

**Geometry.** The full bond-length formula gives an O–O stretch of 0.0233 Å where the expansion gives 0.0231 Å, a difference of one per cent of the stretch. A more serious defect is that a rigid rotation of the cubic crystal by $\theta$ costs $\frac12(1.73\ \text{eV/Å}^3)\theta^2$ per volume, when it should cost nothing. The lowest eigenvalue of the relaxed-ion elastic matrix per volume is 1.03 eV/Å$^3$, of the same order. It belongs to a shear and refers to shear variables $\sqrt2\,\epsilon_{ij}$; with engineering shears $2\epsilon_{ij}$ it is half as large. Its sign serves the test within the model, but its size should not be carried over to an oxide.

**Comparison with hafnia.** The lattice constant, a $c/a$ near 1.02 and a cubic–tetragonal energy difference of order 0.1 eV are in the rough regime of hafnia. The strains behind that ratio are not: the model contracts in the plane and loses about 3 per cent of its volume, whereas first-principles calculations give tetragonal hafnia a larger volume than cubic hafnia. The quarter of the mesh that is unstable is a property of these parameters and is not offered as a property of the oxide. Bulk hafnia at room temperature is monoclinic, a structure this model was not built to contain; the algorithm finds a local minimum connected to its starting point, which need not be the ground state. In a device the substrate may also restrict the in-plane cell of the film. If the film is held at the cubic in-plane constants with the $c$ axis normal to the film, the model's fixed-cell result applies, since $x_3=0$ anyway. The energy gain then falls from 0.100 to 0.077 eV and the oxygen shift from 0.289 to 0.253 Å. The orientation is an assumption here. With the $c$ axis in the plane, one of the two contracting axes is free, $Q=16B+16g^2(L+\Lambda)=16.58$ eV/Å$^4$, and the gain is 0.087 eV, so the clamped model prefers that orientation. Because the model's strains differ from those of hafnia, neither number predicts the behaviour of a real film.
